# Choked and effusive flow of a monatomic gas through an orifice

## Problem

A large reservoir holds a monatomic ideal gas of atomic mass $m$ at rest, at pressure $p_0$ and temperature $T_0$. The gas leaves through an opening into a region of very low pressure. Let $G$ be the mass flow divided by the area of the opening.

1. The opening is much smaller than the mean free path and its wall has negligible thickness. Find the effusive flux $G_{\rm eff}$.
2. The opening is much larger than the mean free path. The flow is steady, adiabatic and frictionless, and it is uniform over the opening, which is the narrowest section of the stream. Find the largest possible flux $G_{\rm ch}$, and explain why a sufficiently low back pressure produces it.
3. Show that $G_{\rm ch}/G_{\rm eff}=1.82$ for any $m$, $p_0$ and $T_0$. Explain the size of the ratio, and find what replaces it when the back pressure is close to $p_0$.
4. Argon at 50 Torr and 300 K feeds a sputtering chamber at 5 mTorr. Compare a nozzle of diameter 1 mm and rounded inlet with a 100 nm hole in a 10 nm membrane. Estimate the main effects left out of the ideal ratio.

## Solution

### What is held fixed

At given $p_0$ and $T_0$ the mean free path is fixed, so one opening cannot be in both regimes. The comparison is between a small and a large opening fed by the same reservoir, per unit area. Equivalently, it compares the two ideal laws evaluated for the same area.

### 1. Effusive flux

Let $x$ point out of the reservoir. An atom reaching a very small opening had its last collision well inside the gas, where the escape of a few atoms has not disturbed the equilibrium. The outgoing atoms therefore follow the Maxwell distribution with $v_x>0$. Nothing returns from the vacuum, so

$$G_{\rm eff}=m n_0\left(\frac{m}{2\pi kT_0}\right)^{3/2}\int_{v_x>0}v_x\,e^{-mv^2/2kT_0}\,d^3v ,\qquad n_0=\frac{p_0}{kT_0}.$$

The integrals over $v_y$ and $v_z$ each give $\sqrt{2\pi kT_0/m}$ and cancel two of the three normalizing factors. The remaining integral is

$$\int_0^\infty v_x e^{-mv_x^2/2kT_0}\,dv_x=\frac{kT_0}{m}.$$

Hence

$$G_{\rm eff}=mn_0\sqrt{\frac{m}{2\pi kT_0}}\,\frac{kT_0}{m}
=p_0\sqrt{\frac{m}{2\pi kT_0}} .$$

### 2. Choked flux

**Density and temperature.** In the large opening, collisions keep each gas element close to local equilibrium. Its energy per unit mass is $e=3kT/2m$ and its pressure is $p=\rho kT/m$. Without heat exchange or friction, the first law reads

$$de=-p\,d\!\left(\frac1\rho\right)=\frac{p}{\rho^2}\,d\rho
\quad\Rightarrow\quad \frac{3k}{2m}\,dT=\frac{kT}{m}\frac{d\rho}{\rho}
\quad\Rightarrow\quad \frac{dT}{T}=\frac23\frac{d\rho}{\rho}.$$

With $t=T/T_0$, integration from the reservoir gives

$$\frac{\rho}{\rho_0}=t^{3/2},\qquad \frac{p}{p_0}=\frac{\rho}{\rho_0}\,t=t^{5/2}.$$

**Speed.** Along a streamline, steady frictionless motion obeys $\rho u\,du=-dp$. From the equation of state and $d\rho/\rho=\tfrac32\,dT/T$,

$$\frac{dp}{\rho}=\frac km\left(dT+T\frac{d\rho}{\rho}\right)=\frac{5k}{2m}\,dT .$$

Since $u=0$ at $T=T_0$,

$$\frac{u^2}{2}=\frac{5k}{2m}(T_0-T)\quad\Rightarrow\quad u^2=\frac{5kT_0}{m}(1-t).$$

**Largest flux.** The product of density and speed is

$$G=\rho u=\rho_0\sqrt{\frac{5kT_0}{m}}\;\sqrt{t^3(1-t)} .$$

It vanishes at $t=1$, where the gas is at rest, and at $t=0$, where its density is zero. Between them, the derivative of $t^3(1-t)$ is $t^2(3-4t)$, which vanishes at $t=3/4$. This is the maximum, and there $t^3(1-t)=27/256$. Also $\rho_0\sqrt{kT_0/m}=p_0\sqrt{m/kT_0}$, so

$$G_{\rm ch}=\sqrt5\,\frac{3\sqrt3}{16}\,p_0\sqrt{\frac{m}{kT_0}}
=\frac{9}{16}\sqrt{\frac53}\;p_0\sqrt{\frac{m}{kT_0}} .$$

**The maximum is sonic.** On the isentrope $p\propto\rho^{5/3}$, so the sound speed $a$ obeys $a^2=dp/d\rho=5kT/3m$. At $t=3/4$ this is $5kT_0/4m$, and the flow has $u^2=5kT_0/4m$ as well. The Mach number $M=u/a$ is therefore 1. The pressure there is $p^*=(3/4)^{5/2}p_0=0.487\,p_0$.

**Why the flow reaches this maximum.** Let the stream have cross-section $A$. Conservation of $\rho uA$ gives

$$\frac{d\rho}{\rho}+\frac{du}{u}+\frac{dA}{A}=0 .$$

Because $d\rho=dp/a^2=-\rho u\,du/a^2$, the first term is $-M^2du/u$. Thus

$$(M^2-1)\frac{du}{u}=\frac{dA}{A}.$$

While the stream narrows, a subsonic flow accelerates. It cannot pass smoothly through $M=1$ where $dA<0$, because the left side would vanish and the right side would not. The opening, as the narrowest section, is therefore the first place where $M=1$ can occur.

If the back pressure $p_b$ lies above $p^*$, the jet leaves subsonically with exit pressure $p_b$. Lowering $p_b$ raises the flow until $p_b=p^*$ and the exit is sonic. A pressure signal travelling upstream moves at $u-a$ relative to the wall, which is then zero. A further reduction of $p_b$ changes the jet outside but not the flow through the opening: the flow is choked.

A time-dependent solution of the one-dimensional gas equations illustrates this. The nozzle area fell smoothly by a factor of 4 to a flat outlet, and the gas started from rest. In units of $p_0\sqrt{m/kT_0}$, the flux settled at 0.566 for $p_b=0.80\,p_0$, at 0.7221 for $0.40\,p_0$ and at 0.7222 for $0.05\,p_0$. The last two agree with each other and lie 0.6% below the formula's 0.7262. The small deficit comes mainly from the finite cell width: at $p_b=0.05\,p_0$ it is 0.981%, 0.553% and 0.295% for 80, 160 and 320 cells.

### 3. The ratio and its meaning

Both fluxes contain $p_0\sqrt{m/kT_0}$, which cancels:

$$\frac{G_{\rm ch}}{G_{\rm eff}}
=\frac{9}{16}\sqrt{\frac53}\,\sqrt{2\pi}
=\frac{9}{16}\sqrt{\frac{10\pi}{3}}=1.820 .$$

The value belongs to a monatomic gas because the energy $3kT/2$ per atom fixed the isentrope.

The ratio can be split into a density part and a speed part. In effusion, half of the atoms in the undisturbed gas move outward. Their mean normal velocity is $\sqrt{2/\pi}=0.798$ in units of $\sqrt{kT_0/m}$, so the scaled flux is $0.5\times0.798=0.399$. In choked flow, the density has fallen to $0.650\,\rho_0$, but all this gas is carried forward at a mean speed of $\sqrt{5/4}=1.118$. Therefore

$$\frac{0.650}{0.5}\times\frac{1.118}{0.798}=1.30\times1.40=1.82 .$$

Collisions turn part of the random motion into common forward motion, and the gas cools to $3T_0/4$. This cooling supplies $\tfrac38kT_0$ of the forward kinetic energy of $\tfrac58kT_0$ per atom. The remaining $\tfrac14kT_0$ is the net work done by pressure as the gas is pushed towards the opening.

**Back pressure close to $p_0$.** Suppose that the gas downstream is also at $T_0$, with $p_b=(1-\epsilon)p_0$ and $\epsilon\ll1$. Effusion now runs both ways, and the net flux is

$$G_{\rm eff,net}=\frac{\epsilon\,p_0}{\sqrt{2\pi}}\sqrt{\frac{m}{kT_0}} .$$

The continuum jet is subsonic, with $t=(1-\epsilon)^{2/5}\simeq1-2\epsilon/5$. To leading order its flux is

$$G\simeq p_0\sqrt{\frac{m}{kT_0}}\sqrt{5\cdot\frac{2\epsilon}{5}}
=\sqrt{2\epsilon}\;p_0\sqrt{\frac{m}{kT_0}},
\qquad \frac{G}{G_{\rm eff,net}}\simeq2\sqrt{\frac{\pi}{\epsilon}} .$$

This grows without limit as $\epsilon\to0$ within the frictionless model. The factor 1.82 is thus a statement about discharge into near-vacuum. At a fixed opening size the small-$\epsilon$ law itself eventually fails, because the jet becomes slow and viscosity can no longer be neglected.

### 4. Argon feeding a sputtering chamber

**The two fluxes.** With $m=6.6335\times10^{-26}$ kg, $p_0=6666.1$ Pa and $T_0=300$ K, the thermal speed is $\sqrt{kT_0/m}=249.88$ m/s. Hence

$$G_{\rm eff}=0.39894\,\frac{6666.1}{249.88}=10.64\ \mathrm{kg\,m^{-2}s^{-1}},$$

$$G_{\rm ch}=0.72618\,\frac{6666.1}{249.88}=19.37\ \mathrm{kg\,m^{-2}s^{-1}} .$$

The ideal throat is at 225 K and 24.4 Torr, and the gas moves there at 279 m/s. The chamber at 5 mTorr is far below the critical pressure, so the nozzle is choked.

Multiplying by the areas gives $1.52\times10^{-5}$ kg/s, or 512 sccm, for the nozzle. The small hole passes $8.36\times10^{-14}$ kg/s, or $2.81\times10^{-6}$ sccm, if its wall is thin. One sccm is one cubic centimetre per minute, referred to 273.15 K and 1 atm. The ratio of these total flows is dominated by the areas; the factor 1.82 appears after division by area.

**Regimes.** For hard spheres of diameter $\sigma=0.36$ nm, a rough value for argon, the mean free path is

$$\lambda=\frac{kT_0}{\sqrt2\,\pi\sigma^2p_0}=1.08\ \mu\mathrm m .$$

The Knudsen number $\lambda/d$ is 10.8 for the hole and $1.1\times10^{-3}$ for the nozzle. The openings are in the intended regimes, though the hole is not at the collisionless limit. Its $d/\lambda=0.09$ sets the scale of the residual collision effect, whose numerical coefficient is not calculated here. Backflow from the chamber is a fraction $p_b/p_0=10^{-4}$ of the effusive flow. The excluded-volume term $2\pi\sigma^3n_0/3$ in the gas law is $1.6\times10^{-4}$. In argon at 300 K the attraction between atoms outweighs it and makes the net correction negative, but this too is negligible here.

**Membrane thickness.** The hole has radius $R_h=50$ nm and length $L=10$ nm. First find the fraction $F$ of entering atoms that cross without touching the wall. Draw the sphere on which both end circles lie, of radius $S=\sqrt{R_h^2+L^2/4}$. The two end discs cut off caps of height $h=S-L/2$.

For cosine emission from a point on the sphere's inner surface, the probability per unit area of landing elsewhere on it is $\cos^2\theta/(\pi\ell^2)$, where the chord is $\ell=2S\cos\theta$. This equals $1/(4\pi S^2)$ everywhere. Straight paths through both discs are the paths joining the two caps, each of area $2\pi Sh$. Dividing their exchange by the disc area gives

$$F=\frac{(2\pi Sh)^2}{4\pi S^2}\,\frac1{\pi R_h^2}
=\left(\frac h{R_h}\right)^2=\left(\sqrt{1.01}-0.1\right)^2=0.819 .$$

The other atoms strike the wall and are assumed to leave it diffusely. Along this short wall the density of first hits falls by less than a fifth, so by approximate symmetry about half of these atoms go forward. The transmission is then

$$W\simeq F+\frac{1-F}{2}=\frac{1+F}{2}=0.910 .$$

A Monte Carlo calculation with 400,000 atoms and diffuse wall scattering gave 0.909. The membrane thus lowers the small hole's flux by 9%. This alone would raise the ratio of actual fluxes to $1.82/0.910=2.00$.

**Curved sonic surface.** Let the nozzle throat have radius $R=0.5$ mm, and let its wall have radius of curvature $R_w=2R$ along the flow. Streamlines near the wall bend around centres outside the stream. The pressure therefore falls outward, and the speed rises as $du/dr=\kappa u$. Taking the streamline curvature as $\kappa\simeq r/(RR_w)$ gives

$$\ln u=\mathrm{const}+\frac{r^2}{2RR_w}.$$

To see what this costs, expand the flux about its maximum. Mass conservation and the momentum equation give $d\ln G/d\ln u=1-M^2$. The energy result above gives $a^2=5kT_0/3m-u^2/3$, so at $M=1$

$$\frac{d\ln a^2}{d\ln u}=-\frac23,\qquad
\frac{dM^2}{d\ln u}=2+\frac23=\frac83 .$$

For a small relative speed change $\delta$ from the sonic value, therefore, $G\simeq G_{\rm ch}(1-\tfrac43\delta^2)$.

The variable $s=r^2/R^2$ is uniformly distributed over the throat area and has variance $1/12$. With the constant chosen for the largest total flow, the mean of $\delta^2$ is $(R/2R_w)^2/12$. The relative loss is

$$\frac43\cdot\frac1{12}\left(\frac{R}{2R_w}\right)^2=\frac1{36}\left(\frac R{R_w}\right)^2=0.7\% .$$

It is small because the flux is stationary at Mach 1. This is the leading term in $R/R_w$ and is accurate only for $R\ll R_w$. At $R/R_w=0.5$ the higher-order terms are not small, and they lower the loss to roughly 0.4–0.5%.

**Boundary layer.** Near the throat the radius is $R+x^2/2R_w$, so the area rises by the relative amount $x^2/(RR_w)$. Since $GA$ is constant, this equals $\tfrac43\delta^2$. The velocity gradient is therefore

$$g=\frac{du}{dx}=u^*\sqrt{\frac{3}{4RR_w}},$$

where $u^*$ is the sonic throat speed. In the layer slowed by the wall, inertia of order $\rho^*ug$ balances friction of order $\mu u/\delta_b^2$, where $\rho^*$ is the throat density. The thickness scale is $\delta_b=\sqrt{\mu/(\rho^*g)}$. With the hard-sphere viscosity estimate $\mu=1.95\times10^{-5}$ Pa s at 225 K and $\rho^*=0.0693$ kg/m³, it is 29 μm.

A ring of this width occupies about $\pi d\,\delta_b$ of the area $\pi d^2/4$. The loss is then of order $4\delta_b/d=11\%$. The unit coefficient has not been derived, so this is an order of magnitude. Such a loss alone would lower the flux ratio to about 1.6.

**Beside a real process.** Argon at a few millitorr is ordinary in sputtering, and a flow of several hundred sccm suits a larger coating chamber. The membrane hole is an unusual device, chosen to keep the same 50 Torr supply in molecular flow. In practice, a uniform sonic stream does not fill a sharp-edged hole in a thin plate. Gas arriving from the side keeps turning inward after the edge, and the jet contracts. A rough discharge coefficient for a sharp edge discharging into vacuum is 0.85, which gives $0.85\times1.820=1.55$. A flow prediction based on the ideal factor 1.82 therefore needs a rounded inlet and a high Reynolds number on the continuum side. On the molecular side it needs a thin wall and a large Knudsen number. The numerical output lists the example's values.

## Values computed for the example and the checks

```
GENERAL RESULT (scaled by p0 sqrt(m/(k T0)))
effusive flux, velocity integral: 0.39894
effusive flux, formula: 0.39894
choked flux, integrated expansion: 0.72618
choked flux, formula: 0.72618
ratio, numerical: 1.82027
ratio, formula: 1.82027
throat T/T0: 0.7500
throat rho/rho0: 0.6495
throat p/p0 (critical ratio): 0.4871
throat Mach number: 1.0000
nozzle simulation, back pressure 0.80 p0: flux 0.5658
nozzle simulation, back pressure 0.40 p0: flux 0.7221
nozzle simulation, back pressure 0.05 p0: flux 0.7222
ARGON EXAMPLE
reservoir pressure: 50.0 Torr = 6666.1 Pa
reservoir temperature: 300.0 K
chamber pressure: 5.0 mTorr
atomic mass: 6.6335e-26 kg
sqrt(k T0/m): 249.88 m/s
effusive mass flux: 10.643 kg/(m^2 s)
choked mass flux: 19.373 kg/(m^2 s)
throat temperature: 225.0 K
throat pressure: 24.36 Torr
throat speed: 279.4 m/s
throat density: 0.06934 kg/m^3
large nozzle diameter: 1.00 mm
large nozzle flow: 1.522e-05 kg/s = 512.2 sccm
small hole diameter: 100.0 nm
small hole flow, thin wall: 8.359e-14 kg/s = 2.814e-06 sccm
VALIDITY AND NEGLECTED EFFECTS
hard-sphere diameter (rough input): 0.36 nm
mean free path: 1.079 um
Knudsen number, small hole: 10.79
Knudsen number, large nozzle: 1.08e-03
small hole, collision scale d/mfp: 0.093
membrane thickness: 10.0 nm
small hole transmission, formula: 0.9095
small hole transmission, Monte Carlo: 0.9090
effusive backflow fraction: 1.0e-04
nozzle wall curvature radius / throat radius: 2.0
curved sonic surface, flow loss: 0.69 %
throat viscosity (hard spheres): 1.953e-05 Pa s
throat Reynolds number: 992
boundary-layer thickness scale: 28.7 um
boundary-layer flow loss, order of size: 11 %
sharp-edge coefficient (rough input): 0.85
ratio with sharp edge: 1.55
non-ideality, hard-sphere virial term: 1.6e-04
```
